# Vapour pressure over a small particle: average and marginal surface energy

## Problem

A spherical particle of radius $r=5$ nm is held at $T=900$ K. Its surface free energy is $\gamma=1.5$ J/m² and its atomic volume is $\Omega=1.2\times10^{-29}$ m³. By what factor does its equilibrium vapour pressure $p$ exceed the pressure $p_0$ over a flat surface of the same material at the same temperature?

The algebra below is in atomic units, so $\hbar=1$, with $k_B$ written out. The numbers are in eV, nm and K. In these units the data read $\gamma=9.362$ eV/nm² and $\Omega=0.0120$ nm³, and the thermal energy is $k_BT=0.07756$ eV.

## A tempting solution

The particle has more surface per atom than a large crystal, so its atoms are on average less strongly bound. The number of atoms is the volume of the sphere divided by $\Omega$,

$$N=\frac{4\pi r^3}{3\Omega},$$

which is 43 633 here. The surface free energy is $4\pi r^2\gamma$. Shared equally among the atoms, it gives each of them an excess

$$\frac{4\pi r^2\gamma}{N}=4\pi r^2\gamma\,\frac{3\Omega}{4\pi r^3}=\frac{3\gamma\Omega}{r}=\frac{3\times9.362\times0.0120}{5.00}\ \text{eV}=0.0674\ \text{eV}.$$

An atom that starts higher in energy by this amount escapes more easily by the corresponding Boltzmann factor, so

$$\frac{p}{p_0}=\exp\!\left(\frac{0.0674}{0.07756}\right)\approx2.38 .$$

## Where it goes wrong

The average is computed correctly, and the Boltzmann factor is of the right form. The fault is the choice of energy. Equilibrium with a vapour is decided by the exchange of one atom at a time. What matters is how much the surface free energy of the whole particle falls when one atom leaves, and that is not the average share of an atom.

The area of a sphere grows as $N^{2/3}$. Therefore

$$\frac{d(\gamma A)}{dN}=\frac23\,\frac{\gamma A}{N},$$

and the change per atom is two thirds of the average. When one atom leaves, the particle that remains still has a surface, and the area per remaining atom is slightly larger than before. Part of the departing atom's average share is thus left behind.

The average does answer another question: how much surface free energy per atom is released if the whole particle evaporates? The marginal cost at an intermediate size $N'$ is proportional to $1/r'$, that is, to $N'^{-1/3}$. Its mean over the complete evaporation, in terms of its value at the initial size $N$, is

$$\frac1N\int_0^N\left(\frac{N}{N'}\right)^{1/3}dN'=\frac1N\,N^{1/3}\,\frac32N^{2/3}=\frac32 .$$

The average exceeds the first atom's contribution because it includes the later stages, when the particle is smaller and each atom carries away more surface energy.

## The right solution

**Cost of one atom in the particle.** Assume that the condensed phase is incompressible and that $\gamma$ is the same for all surface orientations and all radii. The free energy of the particle is then

$$F_s(N)=fN+4\pi r^2\gamma,$$

where $f$ is the free energy per atom of the bulk material. From $N=4\pi r^3/(3\Omega)$ we have

$$\frac{dN}{dr}=\frac{4\pi r^2}{\Omega},\qquad \frac{dr}{dN}=\frac{\Omega}{4\pi r^2}.$$

The chemical potential of the particle is the derivative of $F_s$ with respect to $N$:

$$\mu_s=f+8\pi r\gamma\,\frac{dr}{dN}=f+8\pi r\gamma\,\frac{\Omega}{4\pi r^2}=f+\frac{2\gamma\Omega}{r}.$$

The excess over the bulk value is $\Delta\mu=2\gamma\Omega/r$.

For a liquid drop the same term can be read as the work done against a pressure. If the radius grows by $dr$, the excess inner pressure $P$ does work $P\,4\pi r^2dr$, which must supply the new surface energy $\gamma\,8\pi r\,dr$. Hence $P=2\gamma/r$. At constant temperature $d\mu=\Omega\,dP$, and with constant $\Omega$ the excess is $\Omega P=2\gamma\Omega/r$. The derivation by counting atoms does not need this pressure, and within the stated assumptions it holds for a solid too.

**Cost of one atom in the vapour.** Let $n$ atoms of mass $m$ form an ideal monatomic vapour in a volume $V$. One atom has the partition function

$$q=\frac{gV}{\lambda^3},\qquad \lambda=\sqrt{\frac{2\pi}{mk_BT}},$$

where $g$ counts its thermally weighted internal states. The free energy of the vapour is $F_g=-k_BT\ln(q^n/n!)$. For large $n$, $\ln n!\approx n\ln n-n$, so

$$F_g=-k_BT\,(n\ln q-n\ln n+n).$$

The derivative of $-n\ln n+n$ is $-\ln n-1+1=-\ln n$. Therefore

$$\mu_g=\frac{dF_g}{dn}=k_BT\ln\frac{n}{q}=k_BT\ln\frac{n\lambda^3}{gV}=k_BT\ln\frac{p\lambda^3}{g\,k_BT},$$

where the last step uses the ideal-gas law $n/V=p/(k_BT)$.

**Equilibrium.** Moving an atom between particle and vapour must leave the total free energy unchanged to first order, so $\mu_s=\mu_g$. For the particle and for the flat surface, where $1/r=0$, this reads

$$f+\frac{2\gamma\Omega}{r}=k_BT\ln\frac{p\lambda^3}{g\,k_BT},\qquad f=k_BT\ln\frac{p_0\lambda^3}{g\,k_BT}.$$

Subtracting the second equation from the first removes $f$, $\lambda$ and $g$:

$$\frac{2\gamma\Omega}{r}=k_BT\ln\frac{p}{p_0},\qquad\text{so}\qquad \frac{p}{p_0}=\exp\!\left(\frac{2\gamma\Omega}{r\,k_BT}\right).$$

This is the Kelvin equation, also called the Gibbs–Thomson relation. The binding energy and the atomic mass help to fix $p_0$, but they do not enter the ratio.

**Numbers.** The excess chemical potential is

$$\Delta\mu=\frac{2\times9.362\times0.0120}{5.00}\ \text{eV}=0.0449\ \text{eV},$$

or 4.34 kJ/mol. Divided by the thermal energy it gives

$$x=\frac{\Delta\mu}{k_BT}=\frac{0.04494}{0.07756}=0.579,\qquad \frac{p}{p_0}=e^{0.579}\approx1.79 .$$

The vapour pressure is enhanced by a factor of about 1.8, that is, by nearly 80% of $p_0$. The tempting solution replaced $x$ by $3x/2$ and gave 2.38.

The result can be tested without the logarithmic formula for $\mu_g$. Take the 5 nm particle, with $N=43\,633.2$ treated as a real number, in a closed box with its vapour, keep $\ln n!$ in full, and find the vapour number at which moving one atom out of the particle and moving one atom in lead to the same total free energy. Repeat this with the surface term removed, and divide the first vapour number by the second. With the box chosen so that the flat surface is in balance with about $10^5$ vapour atoms, the ratio is 1.78504. With $10^6$ it is 1.78503. The formula gives 1.7850.

## How the enhancement depends on size

The exponent can be written as $x=\ell/r$ with the length

$$\ell=\frac{2\gamma\Omega}{k_BT}=2.90\ \text{nm}.$$

For $r\gg\ell$ the exponential may be expanded, and $p/p_0\approx1+\ell/r$. At 5 nm this is not accurate enough: it gives 1.58, which is about 12% below the full value.

With $\gamma$, $\Omega$ and $T$ held fixed, the Kelvin equation gives:

| $r$ (nm) | $p/p_0$ |
|---|---|
| 2.5 | 3.19 |
| 5 | 1.79 |
| 10 | 1.34 |
| 20 | 1.16 |
| 50 | 1.06 |
| 100 | 1.03 |

Halving the radius doubles the exponent and so squares the ratio: $1.785^2=3.19$, as in the first row. The enhancement falls to 1% at $r=\ell/\ln1.01\approx291$ nm. In the other direction the formula grows without limit as $r\to0$, but there it loses its basis: a cluster of a few atoms has no well-defined $\gamma$, and $N$ can no longer be treated as continuous.

## Is the equilibrium stable?

Suppose that the vapour is so plentiful that its pressure $p$ stays fixed. Building a particle of $N$ atoms from this vapour changes the free energy by the bulk difference $N(f-\mu_g)=-Nk_BT\ln(p/p_0)$ plus the surface term:

$$G(N)=4\pi r^2\gamma-Nk_BT\ln\frac{p}{p_0}.$$

Its slope is

$$\frac{dG}{dN}=\frac{2\gamma\Omega}{r}-k_BT\ln\frac{p}{p_0},$$

which vanishes at the Kelvin radius. The second derivative is

$$\frac{d^2G}{dN^2}=-\frac{2\gamma\Omega}{r^2}\,\frac{dr}{dN}=-\frac{2\gamma\Omega}{r}\,\frac{\Omega}{4\pi r^3}=-\frac{\Delta\mu}{3N}<0 .$$

The equilibrium is therefore a maximum of $G$. A numerical search, using the pressure ratio from the closed-box count, finds this maximum at 5.00 nm. At the same pressure, a particle with 10% fewer atoms has $dG/dN=+0.021\,k_BT$ and lowers its free energy by evaporating. One with 10% more atoms has $dG/dN=-0.018\,k_BT$ and lowers it by growing.

A closed box can behave differently, because evaporation raises the vapour pressure. Now $dF/dN=\mu_s-\mu_g$, where $F=F_s+F_g$ and $n$ falls by one when $N$ rises by one. Since $d\mu_g/dn=k_BT/n$,

$$\frac{d^2F}{dN^2}=-\frac{\Delta\mu}{3N}+\frac{k_BT}{n}.$$

This is positive, and a single particle is stable against small changes of size, if

$$n<\frac{3N}{x}=\frac{3\times43\,633}{0.579}\approx2.3\times10^5 .$$

With more vapour than this, the pressure responds too weakly and the particle is unstable, as it is at fixed pressure.

Two particles of different size that share one vapour cannot both be in equilibrium with it, since the smaller one requires the higher pressure. At an intermediate pressure the smaller particle evaporates and the larger one grows. This is the driving force of coarsening. It also acts when atoms travel over a supporting surface instead of through the vapour. If the mobile atoms are dilute and do not interact, their chemical potential is $k_BT\ln c$ plus a function of temperature, where $c$ is their concentration. The same subtraction then gives $c/c_0=e^{\Delta\mu/k_BT}$ next to a particle with excess chemical potential $\Delta\mu$.

## What the model leaves out

**Value of the surface energy.** Since $\ln(p/p_0)$ is proportional to $\gamma$, a value of $\gamma$ that is 10% lower or higher changes the ratio to 1.68 or 1.89.

**Facets.** Consider a cube with half-edge $h$ whose faces have the same $\gamma$. Its surface energy is $24\gamma h^2$ and it holds $N=8h^3/\Omega$ atoms. The cost of one more atom, if the shape is kept, is

$$\Delta\mu=\frac{48\gamma h\,dh}{24h^2\,dh/\Omega}=\frac{2\gamma\Omega}{h}.$$

A cube with the volume of our sphere has $h=4.03$ nm, and the ratio becomes 2.05. The cube is an illustration and not a bound. With equal $\gamma$ on all orientations it would not be the equilibrium shape. A crystal forms facets because some orientations have a lower $\gamma$, so its equilibrium shape has less surface energy than a sphere of the same volume cut from the same crystal. The direction of the shift therefore depends on what the given $\gamma$ means. If it is the value on the lowest-energy facet, the ratio lies above 1.79. If it is the average over all orientations, the ratio lies below. For example, a nearest-neighbour broken-bond model of an fcc crystal has a truncated octahedron as its equilibrium shape, and at the volume of our sphere it gives 1.93 in the first case and 1.71 in the second.

**Curvature dependence of $\gamma$.** Let $\gamma$ be replaced by $\gamma(1-2\delta/r)$, where $\delta$ is a length of roughly 0.1 nm and of either sign. The surface energy is then $4\pi\gamma(r^2-2\delta r)$. Its derivative with respect to $r$, multiplied by $dr/dN$, gives

$$\Delta\mu=4\pi\gamma(2r-2\delta)\,\frac{\Omega}{4\pi r^2}=\frac{2\gamma\Omega}{r}\left(1-\frac{\delta}{r}\right).$$

The ratio becomes 1.76 for $\delta=+0.1$ nm and 1.81 for $\delta=-0.1$ nm. Here $r$ is the radius fixed by $N=4\pi r^3/(3\Omega)$. If $r$ is instead the radius of the surface of tension, the factor is $1-2\delta/r$ to first order and the ratios are 1.75 and 1.83.

**Compressibility.** The pressure $P=2\gamma/r$ is 0.60 GPa. For a bulk modulus $B$ of roughly 100 GPa the atomic volume shrinks as $\Omega e^{-P/B}$, and

$$\Delta\mu=\int_0^P\Omega\,e^{-P'/B}\,dP'\approx\Omega P\left(1-\frac{P}{2B}\right).$$

This lowers $\Delta\mu$ by 0.3% and the ratio to 1.78. The estimate treats the particle as a liquid drop. In a solid the inner pressure is set by the surface stress, which can differ from $\gamma$.

**Outside pressure.** A surrounding inert gas at 1 bar adds $\Omega$ times that pressure to $\mu_s$. If the same gas also presses on the flat surface, the term cancels in the ratio. If the flat surface is free of it, $x$ shifts by about $10^{-4}$, which is negligible here.

## Beside real metals

The data are round values and do not describe one particular material. At a vapour pressure far below 1 bar the interactions between separate gas particles are weak, but the formula for $p/p_0$ also needs a vapour of single atoms. Some metals, bismuth among them, evaporate partly as pairs of atoms. A pair carries away $2\Delta\mu$, so the partial pressure of pairs rises by the factor $e^{2x}$ instead of $e^x$, and the total pressure rises by more than the formula says. The surface of a real particle can depart from the model. It may form facets, which raise the factor if the given $\gamma$ is that of the lowest-energy facet (to about 2.1 for a cube) and lower it if $\gamma$ is an average over orientations. Adsorbed oxygen changes $\gamma$, and each 10% of change moves the ratio by about 6% of its value. Under a closed oxide layer the metal no longer exchanges atoms freely with its vapour, and the formula for a clean surface does not apply. For a clean, compact particle with these parameters whose shape is not known, a factor of about two is as precise a statement as the model supports. The full set of values is in the numerical output.

## Calculated quantities

```
surface energy, as given: 1.50 J/m^2
surface energy, working unit: 9.3623 eV/nm^2
atomic volume: 0.0120 nm^3
radius: 5.00 nm
temperature: 900 K
atoms in particle: 43633
kB T: 0.07756 eV
excess chemical potential: 0.04494 eV
same, per mole: 4.336 kJ/mol
exponent x: 0.5794 (no unit)
ENHANCEMENT p/p0: 1.7850 (no unit)
p/p0 counted, less vapour: 1.78504 (no unit)
p/p0 counted, more vapour: 1.78503 (no unit)
linear estimate 1+x: 1.5794 (no unit)
average surface energy per atom: 0.06741 eV
p/p0 if average is misused: 2.3849
radius at maximum of G: 5.0000 nm
dG/dN at 0.9 N: +0.02071 kB T
dG/dN at 1.1 N: -0.01812 kB T
length 2 gamma Omega/(kB T): 2.8972 nm
p/p0 at r = 2.5 nm: 3.1863
p/p0 at r = 10.0 nm: 1.3361
p/p0 at r = 20.0 nm: 1.1559
p/p0 at r = 50.0 nm: 1.0597
p/p0 at r = 100.0 nm: 1.0294
radius for 1% enhancement: 291.2 nm
Effects left out of the model:
p/p0, gamma 10% lower: 1.6845
p/p0, gamma 10% higher: 1.8915
curvature length delta (rough): 0.10 nm
p/p0 with +delta: 1.7645
p/p0 with -delta: 1.8058
Laplace pressure: 0.600 GPa
bulk modulus (rough): 100 GPa
p/p0 with compressibility: 1.7819
shift of x by 1 bar outside: 9.66e-05
half-edge of equal-volume cube: 4.030 nm
p/p0 for that cube: 2.0522
```
